# The Franz Two-Band Interpolation for Evanescent States in a Gap: a numerical check

```python
"""Franz two-band interpolation for the decay constant kappa in a band gap:
    1/kappa^2 = hbar^2/(2 m_v eps) + hbar^2/(2 m_c (Eg - eps)),
eps = energy above the valence edge, Eg = gap, m_c and m_v = edge masses.
Its maximum is claimed at eps = Eg sqrt(m_c)/(sqrt(m_c)+sqrt(m_v)).
Independent side: two-band k.p matrix H(k) with diagonal
(Eg + h a k^2, h b k^2) and coupling sqrt(h X Eg) k, h = hbar^2/(2 m0).
The edge masses fix a and X once b is chosen; a*b = 0 should give Franz.
Energies in eV, lengths in nm, masses in units of the electron mass m0.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

h = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
Eg = 1.5
MC, MV = 0.1, 0.4


def parameters(mc, mv, b):
    X = 1 / mv + b
    a = 1 / mc - X
    return a, X


def hamiltonian(k, mc, mv, b):
    a, X = parameters(mc, mv, b)
    coupling = np.sqrt(h * X * Eg) * k
    return np.array([[Eg + h * a * k**2, coupling],
                     [coupling, h * b * k**2]])


def kappa_secular(eps, mc=MC, mv=MV, b=0.0):
    """Decay constant from the numerical determinant of H(i kappa) - eps."""
    def determinant(kap):
        matrix = hamiltonian(1j * kap, mc, mv, b) - eps * np.eye(2)
        return np.linalg.det(matrix).real
    return brentq(determinant, 0.0, 5.0, xtol=1e-14, rtol=1e-14)


def kappa_franz(eps, mc=MC, mv=MV):
    return 1 / np.sqrt(h / (mv * eps) + h / (mc * (Eg - eps)))


def numerical_maximum(mc, mv, b):
    res = minimize_scalar(lambda e: -kappa_secular(e, mc, mv, b),
                          bounds=(0.01, Eg - 0.01), method="bounded",
                          options={"xatol": 1e-9})
    return res.x, -res.fun


def conduction_weight(eps, b=0.0):
    """Weight of the conduction basis state in the evanescent state."""
    kap = kappa_secular(eps, b=b)
    matrix = hamiltonian(1j * kap, MC, MV, b) - eps * np.eye(2)
    null_vector = np.linalg.svd(matrix)[2][-1]
    return abs(null_vector[0])**2


b_alt = 1 / MC - 1 / MV      # puts the whole k^2 term on the valence state

# Edge masses of the matrix from finite differences at real k
dk = 1e-3
for b in (0.0, 1.0, b_alt):
    low, high = np.linalg.eigvalsh(hamiltonian(dk, MC, MV, b))
    assert abs(h * dk**2 / (high - Eg) / MC - 1) < 1e-3
    assert abs(-h * dk**2 / low / MV - 1) < 1e-3

# Franz formula against the determinant, in both one-term forms
for mc, mv in ((MC, MV), (0.9, 0.2), (0.3, 0.3)):
    for b in (0.0, 1 / mc - 1 / mv):
        for eps in np.linspace(0.05, 1.45, 9):
            ratio = kappa_secular(eps, mc, mv, b) / kappa_franz(eps, mc, mv)
            assert abs(ratio - 1) < 1e-9

# Effective-mass limits and their first corrections
t = 1e-3
ratio_v = h * kappa_secular(t * Eg)**2 / (MV * t * Eg)
ratio_c = h * kappa_secular((1 - t) * Eg)**2 / (MC * t * Eg)
slope_v, slope_c = (1 - ratio_v) / t, (1 - ratio_c) / t
assert abs(slope_v / (MV / MC) - 1) < 0.01
assert abs(slope_c / (MC / MV) - 1) < 0.01

# Position and height of the maximum
for mc, mv in ((MC, MV), (0.9, 0.2), (0.3, 0.3)):
    position, height = numerical_maximum(mc, mv, 0.0)
    predicted = Eg * np.sqrt(mc) / (np.sqrt(mc) + np.sqrt(mv))
    top = np.sqrt(Eg / h) / (1 / np.sqrt(mc) + 1 / np.sqrt(mv))
    assert abs(position - predicted) < 1e-5
    assert abs(height / top - 1) < 1e-9
eps_star = Eg * np.sqrt(MC) / (np.sqrt(MC) + np.sqrt(MV))
kappa_max = np.sqrt(Eg / h) / (1 / np.sqrt(MC) + 1 / np.sqrt(MV))

# Two real energies merge at the maximum and turn complex beyond it
inside = np.linalg.eigvals(hamiltonian(0.99j * kappa_max, MC, MV, 0.0))
beyond = np.linalg.eigvals(hamiltonian(1.01j * kappa_max, MC, MV, 0.0))
assert np.max(abs(inside.imag)) < 1e-9
assert np.min(abs(beyond.imag)) > 1e-3
inside = np.sort(inside.real)
assert inside[0] < eps_star < inside[1]

# Equal weights at the branch point, for each form of the matrix
eps_b1, kappa_b1 = numerical_maximum(MC, MV, 1.0)
for eps, b in ((eps_star, 0.0), (eps_star, b_alt), (eps_b1, 1.0)):
    assert abs(conduction_weight(eps, b) - 0.5) < 1e-4
assert conduction_weight(0.25) < 0.5 < conduction_weight(1.0)

# Remainder when both diagonal elements carry a k^2 term
for b in (1.0, -0.5):
    a = parameters(MC, MV, b)[0]
    for eps in (0.3, 0.5, 1.0):
        q_franz = h * kappa_franz(eps)**2
        D = (Eg - eps) / MV + eps / MC
        q = 2 * q_franz / (1 + np.sqrt(1 + 4 * a * b * q_franz / D))
        numeric = kappa_secular(eps, b=b)
        assert abs(np.sqrt(q / h) / numeric - 1) < 1e-9
        assert (numeric < kappa_franz(eps)) == (a * b > 0)

# Decay in real space from the Fourier integral of the resolvent


def resolvent_at_distance(x, eps):
    def element(k):
        matrix = eps * np.eye(2) - hamiltonian(k, MC, MV, 0.0)
        return np.linalg.inv(matrix)[0, 0]
    return quad(element, 0, np.inf, weight="cos", wvar=x,
                epsabs=1e-10, limlst=200)[0]


decay = {}
for eps in (0.25, 1.0):
    near, far = (resolvent_at_distance(x, eps) for x in (1.0, 2.0))
    decay[eps] = np.log(near / far)
    assert abs(decay[eps] / kappa_franz(eps) - 1) < 1e-5

# Large-k limit of the model valence band
floor = -Eg * MC / (MV - MC)
low = np.linalg.eigvalsh(hamiltonian(1e3, MC, MV, 0.0))[0]
assert abs(low - floor) < 1e-4

# Crossing of the two single-band parabolas
eps_cross = Eg * MC / (MC + MV)
single_cross = np.sqrt(MV * eps_cross / h)
assert abs(single_cross**2 / kappa_secular(eps_cross)**2 - 2) < 1e-8

print(f"gap Eg = {Eg:.2f} eV; m_c = {MC:.2f} m0; m_v = {MV:.2f} m0")
print(f"hbar^2/(2 m0) = {h:.6f} eV nm^2")
a0, X0 = parameters(MC, MV, 0.0)
print(f"matrix with b = 0: a = {a0:.2f}, X = {X0:.2f} (dimensionless)")
print(f"coupling P for b = 0: {np.sqrt(h * X0 * Eg):.4f} eV nm")
print("energies eps are measured from the valence edge")
print("columns: eps (eV), Franz kappa (1/nm), density decay length (nm),")
print(" valence-only kappa (1/nm), conduction-only kappa (1/nm)")
for eps in (0.15, 0.30, 0.50, 0.75, 1.00, 1.35):
    kf = kappa_franz(eps)
    print(f" {eps:.2f}  {kf:.4f}  {1 / (2 * kf):.4f}  "
          f"{np.sqrt(MV * eps / h):.4f}  "
          f"{np.sqrt(MC * (Eg - eps) / h):.4f}")
print(f"maximum, formula: eps* = {eps_star:.4f} eV")
print(f"maximum, formula: kappa_max = {kappa_max:.4f} 1/nm")
pos, top = numerical_maximum(MC, MV, 0.0)
print(f"maximum, determinant: {pos:.4f} eV, {top:.4f} 1/nm")
print(f"shortest density decay length = {1 / (2 * kappa_max):.4f} nm")
print(f"midgap kappa / kappa_max = {kappa_franz(Eg / 2) / kappa_max:.4f}")
print(f"parabola crossing: eps = {eps_cross:.4f} eV")
print(f"single-band kappa at crossing = {single_cross:.4f} 1/nm")
print(f"Franz kappa at crossing = {kappa_franz(eps_cross):.4f} 1/nm")
print(f"edge test at distance {t * Eg:.4f} eV from each edge:")
print(f" kappa^2 / valence parabola = {ratio_v:.6f}")
print(f" kappa^2 / conduction parabola = {ratio_c:.6f}")
print(f" correction slopes: valence {slope_v:.4f}, "
      f"conduction {slope_c:.4f}")
print(f"energies at 0.99 kappa_max: {inside[0]:.4f}, {inside[1]:.4f} eV")
print(f"energies at 1.01 kappa_max: {beyond[0].real:.4f} "
      f"+/- {abs(beyond[0].imag):.4f} i eV")
print("conduction weight of the evanescent state, b = 0:")
for eps in (0.25, eps_star, 1.0):
    print(f" eps = {eps:.2f} eV: {conduction_weight(eps):.4f}")
print("decay constant from the real-space resolvent, 1 to 2 nm:")
for eps, value in decay.items():
    print(f" eps = {eps:.2f} eV: {value:.4f} 1/nm, "
          f"Franz {kappa_franz(eps):.4f} 1/nm")
a1, X1 = parameters(MC, MV, 1.0)
print(f"same edge masses with b = 1: a = {a1:.2f}, X = {X1:.2f}")
for eps in (0.15, 0.50, 1.00):
    k1 = kappa_secular(eps, b=1.0)
    print(f" eps = {eps:.2f} eV: kappa = {k1:.4f} 1/nm, Franz too high "
          f"by {100 * (kappa_franz(eps) / k1 - 1):.2f} %")
print(f" maximum for b = 1: {eps_b1:.4f} eV, {kappa_b1:.4f} 1/nm")
print(f"valence band at large real k, b = 0: {floor:.4f} eV")
print("all good")
```

Output:

```
gap Eg = 1.50 eV; m_c = 0.10 m0; m_v = 0.40 m0
hbar^2/(2 m0) = 0.038100 eV nm^2
matrix with b = 0: a = 7.50, X = 2.50 (dimensionless)
coupling P for b = 0: 0.3780 eV nm
energies eps are measured from the valence edge
columns: eps (eV), Franz kappa (1/nm), density decay length (nm),
 valence-only kappa (1/nm), conduction-only kappa (1/nm)
 0.15  1.0442  0.4789  1.2549  1.8824
 0.30  1.2549  0.3984  1.7747  1.7747
 0.50  1.3228  0.3780  2.2912  1.6201
 0.75  1.2549  0.3984  2.8061  1.4030
 1.00  1.0801  0.4629  3.2402  1.1456
 1.35  0.6189  0.8079  3.7647  0.6275
maximum, formula: eps* = 0.5000 eV
maximum, formula: kappa_max = 1.3228 1/nm
maximum, determinant: 0.5000 eV, 1.3228 1/nm
shortest density decay length = 0.3780 nm
midgap kappa / kappa_max = 0.9487
parabola crossing: eps = 0.3000 eV
single-band kappa at crossing = 1.7747 1/nm
Franz kappa at crossing = 1.2549 1/nm
edge test at distance 0.0015 eV from each edge:
 kappa^2 / valence parabola = 0.996012
 kappa^2 / conduction parabola = 0.999750
 correction slopes: valence 3.9880, conduction 0.2502
energies at 0.99 kappa_max: 0.4051, 0.6048 eV
energies at 1.01 kappa_max: 0.4950 +/- 0.1001 i eV
conduction weight of the evanescent state, b = 0:
 eps = 0.25 eV: 0.2308
 eps = 0.50 eV: 0.5000
 eps = 1.00 eV: 0.8571
decay constant from the real-space resolvent, 1 to 2 nm:
 eps = 0.25 eV: 1.2075 1/nm, Franz 1.2075 1/nm
 eps = 1.00 eV: 1.0801 1/nm, Franz 1.0801 1/nm
same edge masses with b = 1: a = 6.50, X = 3.50
 eps = 0.15 eV: kappa = 1.0177 1/nm, Franz too high by 2.60 %
 eps = 0.50 eV: kappa = 1.2880 1/nm, Franz too high by 2.70 %
 eps = 1.00 eV: kappa = 1.0668 1/nm, Franz too high by 1.24 %
 maximum for b = 1: 0.5129 eV, 1.2882 1/nm
valence band at large real k, b = 0: -0.5000 eV
all good
```
